# Mattis-Bardeen absorption at zero temperature in complete elliptic integrals, part 1

(Sections cited here and not found follow in the second part.)

## I. From pair breaking to the first elliptic form

### The physical situation

A superconducting line in a cryogenic circuit carries short electrical pulses. The slow Fourier components of a pulse can travel with little loss, because the condensate returns within each cycle the energy it takes from the electric field. A component of sufficiently high frequency can break pairs and so heat the metal. Far above the threshold it does so nearly as in the normal state. A designer needs to know where this absorption begins, how steeply it grows, and how soon the superconductor becomes nearly as lossy as the normal metal at the same electric field.

These questions concern $\sigma_1(\omega)$, the real part of the conductivity. In a local field $F_0\sin\omega t$ the mean absorbed power per volume is $\tfrac12\sigma_1F_0^2$. Let $\sigma_n$ be the normal-state value, $\Delta$ the gap at zero temperature, $w=\hbar\omega>0$ the photon energy, and
$$s(w)=\frac{\sigma_1}{\sigma_n}.$$

### Assumptions

**A1.** The temperature is zero. The superconductor is described by weak-coupling mean-field theory with one real gap $\Delta$, the same for all orbitals and unchanged by the field to first order.

**A2.** Without the field, the disordered metal is symmetric under time reversal and has no spin-orbit coupling. Its orbitals $\phi_n(\mathbf r)$ can then be chosen real. Their energies $\xi_n$ are measured from the Fermi level, and each orbital holds one electron of each spin.

**A3.** The field is weak and uniform over the distances that govern the current response. It is described by a vector potential $A(t)=A_0\cos\omega t$, so that $F=-dA/dt$ has amplitude $F_0=\omega A_0$.

**A4.** The density of orbitals and the mean squared current matrix element are constant over energies of order $w$ about the Fermi level. This is the dirty limit, $w\ll\hbar/\tau$, with $\tau$ the elastic scattering time.

For electrons of charge $-e$, the term of the Hamiltonian linear in the field is $-A(t)J$, where
$$J=\sum_{nm}j_{nm}\left(c^\dagger_{n\uparrow}c_{m\uparrow}+c^\dagger_{n\downarrow}c_{m\downarrow}\right)$$
and $j_{nm}$ is the matrix element of $-ep/m$ along the field. Since $p=-i\hbar\nabla$ and the orbitals are real, $j_{nm}$ is imaginary. It is also Hermitian, and therefore
$$j_{nm}=-j_{mn},\qquad j_{nn}=0. \tag{1}$$
This antisymmetry expresses the fact that current reverses under time reversal. The term quadratic in $A$ gives transition rates of order $A^4$ and is dropped from the absorption.

### Lemma 1: the paired orbital

*For one orbital with pairing Hamiltonian*
$$h=\xi(c^\dagger_\uparrow c_\uparrow+c^\dagger_\downarrow c_\downarrow)-\Delta(c^\dagger_\uparrow c^\dagger_\downarrow+c_\downarrow c_\uparrow),$$
*the ground state is $(\alpha+\beta c^\dagger_\uparrow c^\dagger_\downarrow)|0\rangle$ with*
$$\alpha^2=\frac12\left(1+\frac{\xi}{\varepsilon}\right),\quad \beta^2=\frac12\left(1-\frac{\xi}{\varepsilon}\right),\quad \alpha\beta=\frac{\Delta}{2\varepsilon},\quad \varepsilon=\sqrt{\xi^2+\Delta^2}. \tag{2}$$
*A singly occupied orbital lies $\varepsilon$ above this state.*

*Proof.* The empty and doubly occupied states are coupled by the matrix
$$\begin{pmatrix}0&-\Delta\\-\Delta&2\xi\end{pmatrix}.$$
Its eigenvalues solve $\lambda^2-2\xi\lambda-\Delta^2=0$, so $\lambda=\xi\pm\varepsilon$. For the lower one, the first row gives $-\Delta\beta=(\xi-\varepsilon)\alpha$, hence $\beta/\alpha=(\varepsilon-\xi)/\Delta$. Because $\Delta^2=(\varepsilon-\xi)(\varepsilon+\xi)$, the squared ratio is $(\varepsilon-\xi)/(\varepsilon+\xi)$. Normalization then gives the two squares in (2). Their product is $(\varepsilon^2-\xi^2)/4\varepsilon^2=\Delta^2/4\varepsilon^2$, and both amplitudes are positive. A single electron cannot take part in the pairing term and has energy $\xi$, which exceeds $\xi-\varepsilon$ by $\varepsilon$. $\square$

### Lemma 2: two routes to one final state

*The amplitude of $J$ from the ground state to the state with a single up electron in $n$ and a single down electron in $m$ is*
$$j_{nm}(\alpha_n\beta_m-\beta_n\alpha_m). \tag{3}$$

*Proof.* The final state is $c^\dagger_{n\uparrow}c^\dagger_{m\downarrow}|0\rangle$ times the untouched orbitals. Two terms of $J$ reach it.

The term $j_{nm}c^\dagger_{n\uparrow}c_{m\uparrow}$ takes the up electron from a filled $m$ and puts it into an empty $n$. Since $c_{m\uparrow}c^\dagger_{m\uparrow}c^\dagger_{m\downarrow}|0\rangle=c^\dagger_{m\downarrow}|0\rangle$, its contribution is $j_{nm}\alpha_n\beta_m$.

The term $j_{mn}c^\dagger_{m\downarrow}c_{n\downarrow}$ takes the down electron from a filled $n$ and puts it into an empty $m$. Here $c_{n\downarrow}c^\dagger_{n\uparrow}c^\dagger_{n\downarrow}|0\rangle=-c^\dagger_{n\uparrow}|0\rangle$. Moving $c^\dagger_{m\downarrow}$ to the right of $c^\dagger_{n\uparrow}$ gives a second minus sign. The contribution is therefore $+j_{mn}\beta_n\alpha_m$, which equals $-j_{nm}\beta_n\alpha_m$ by (1). $\square$

Write $\xi,\varepsilon$ for orbital $n$ and $\xi',\varepsilon'$ for orbital $m$. By (2), the square of the bracket in (3) is
$$\alpha_n^2\beta_m^2+\beta_n^2\alpha_m^2-2\alpha_n\beta_n\alpha_m\beta_m
=\frac12\left(1-\frac{\xi\xi'+\Delta^2}{\varepsilon\varepsilon'}\right). \tag{4}$$
The first two terms add to $\frac12(1-\xi\xi'/\varepsilon\varepsilon')$. The interference term is $-\Delta^2/2\varepsilon\varepsilon'$.

### Lemma 3: the absorption integral

*Under A1 to A4, $s(w)=0$ for $0<w<2\Delta$, and for $w>2\Delta$*
$$s(w)=\frac1w\int_\Delta^{w-\Delta}\frac{\varepsilon(w-\varepsilon)-\Delta^2}{\sqrt{\varepsilon^2-\Delta^2}\sqrt{(w-\varepsilon)^2-\Delta^2}}\,d\varepsilon. \tag{5}$$

*Proof.* Half of $A_0\cos\omega t$ drives absorption. The golden rule gives the rate $(2\pi/\hbar)(A_0/2)^2S$, with
$$S(w)=\sum_{nm}|j_{nm}|^2(\alpha_n\beta_m-\beta_n\alpha_m)^2\,\delta(\varepsilon_n+\varepsilon_m-w). \tag{6}$$
Each transition takes up $\hbar\omega$, so the absorbed power is $\frac{\pi}{2}\omega A_0^2S$. Setting this equal to $\frac12\sigma_1\omega^2A_0^2V$ in the volume $V$ gives
$$\sigma_1=\frac{\pi}{\omega V}S(w). \tag{7}$$

Every $\varepsilon_n$ is at least $\Delta$. For $w<2\Delta$ no term of (6) conserves energy, and $\sigma_1=0$.

For $w>2\Delta$, A4 lets the sums become integrals over $\xi$ and $\xi'$ with a constant prefactor $C$. At given $\varepsilon$ there are two values $\xi=\pm\sqrt{\varepsilon^2-\Delta^2}$, each with $|d\xi|=\varepsilon\,d\varepsilon/\sqrt{\varepsilon^2-\Delta^2}$. In the sum of (4) over the four sign choices, $\xi\xi'$ cancels and $2(1-\Delta^2/\varepsilon\varepsilon')$ remains. Thus
$$S=2C\int_\Delta^{w-\Delta}\frac{\varepsilon\varepsilon'-\Delta^2}{\sqrt{\varepsilon^2-\Delta^2}\sqrt{\varepsilon'^2-\Delta^2}}\,d\varepsilon,\qquad \varepsilon'=w-\varepsilon.$$

In the normal state the squared bracket is 1 when $\xi$ and $\xi'$ have opposite signs and 0 otherwise. Two sign choices survive, and $S_n=2C\int_0^wd\varepsilon=2Cw$. The quotient $S/S_n$ is (5). $\square$

**Remark on A4.** The result $S_n=2Cw$ makes $\sigma_n$ independent of frequency. If the squared matrix element depends on $\xi-\xi'$, this dependence appears directly in the normal conductivity at $\hbar\omega=|\xi-\xi'|$. For a Drude metal it is the factor $1/(1+\omega^2\tau^2)$, which is flat for $\omega\tau\ll1$. In the superconductor $|\xi-\xi'|\le|\xi|+|\xi'|<\varepsilon+\varepsilon'=w$, so the same condition suffices. The zero below $2\Delta$ does not need A4, since energy conservation removes every term of (6) whatever the matrix elements are.

**A numerical test.** The pairing Hamiltonian was diagonalized for 600 orbitals spaced by $0.025\Delta$ and centred on the Fermi level, with an antisymmetric current matrix whose off-diagonal elements have equal magnitude. The strength $S$, summed over photon energies up to $W$, was divided by its normal-state value. According to (5) this quotient should be $(2/W^2)\int_{2\Delta}^W w\,s(w)\,dw$. For $W=3.0125\Delta$ the matrix gives 0.1658 and the integral 0.1657. For $W=6.0125\Delta$ they give 0.5851 and 0.5853. Up to $W=1.99\Delta$ the paired system absorbs nothing, while the normal one does absorb.

### Theorem 1: the first elliptic form

Define the complete elliptic integrals by their modulus $k$:
$$K(k)=\int_0^{\pi/2}\frac{d\theta}{\sqrt{1-k^2\sin^2\theta}},\qquad E(k)=\int_0^{\pi/2}\sqrt{1-k^2\sin^2\theta}\,d\theta.$$

*Let $u=2\Delta/w$ and $k=(w-2\Delta)/(w+2\Delta)$. For $w>2\Delta$,*
$$s=(1+u)E(k)-2uK(k). \tag{8}$$
*This tends to 0 as $w\to2\Delta$ from above and to 1 as $w/\Delta\to\infty$ within the dirty limit.*

*Proof.* The integrand of (5) is unchanged when the two quasiparticles are exchanged, so measure energy from the midpoint. Put $\varepsilon=w/2+x$ and $\varepsilon'=w/2-x$, and let
$$a=\frac w2-\Delta,\qquad b=\frac w2+\Delta .$$
The limits become $x=\pm a$. The numerator is $w^2/4-x^2-\Delta^2=ab-x^2$. The product under the roots is
$$(\varepsilon-\Delta)(\varepsilon+\Delta)(\varepsilon'-\Delta)(\varepsilon'+\Delta)=(a+x)(b+x)(a-x)(b-x).$$
The integrand is even in $x$, and therefore
$$s=\frac2w\int_0^a\frac{ab-x^2}{\sqrt{(a^2-x^2)(b^2-x^2)}}\,dx. \tag{9}$$

Put $x=a\sin\theta$. Then $dx=a\cos\theta\,d\theta$ cancels $\sqrt{a^2-x^2}=a\cos\theta$. With $k=a/b$ and $R=\sqrt{1-k^2\sin^2\theta}$, the other root is $bR$. Since $a^2/b=bk^2$,
$$s=\frac2w\int_0^{\pi/2}\frac{a-bk^2\sin^2\theta}{R}\,d\theta .$$
Replacing $k^2\sin^2\theta$ by $1-R^2$ turns the integrand into $(a-b)/R+bR$. Because $b-a=2\Delta$,
$$s=\frac2w\left[bE(k)-2\Delta K(k)\right],$$
and $2b/w=1+u$ with $4\Delta/w=2u$ gives (8).

At threshold $u=1$ and $k=0$, where $K=E=\pi/2$. The two terms are both $\pi$ and cancel.

At high frequency $u\to0$ and $k=(1-u)/(1+u)\to1$. The integrand of $E$ tends uniformly to $\cos\theta$, so $E\to1$. For the other term, $R\ge\sqrt{1-k^2}=2\sqrt u/(1+u)$ gives $K\le\pi(1+u)/(4\sqrt u)$. Hence $uK\to0$ and $s\to1$. $\square$

### Remark: why the absorption starts from zero

Replace $-\Delta^2$ in the numerator of (5) by $c\Delta^2$. As $w\to2\Delta$ from above, both energies approach $\Delta$, the numerator approaches $(1+c)\Delta^2$, and $\sqrt{b^2-x^2}$ approaches $2\Delta$. What remains is $\int_{-a}^{a}dx/\sqrt{a^2-x^2}=\pi$, so that
$$s_c\to\frac{1}{2\Delta}\,\frac{(1+c)\Delta^2}{2\Delta}\,\pi=(1+c)\frac\pi4. \tag{10}$$

Dropping the interference term of (4) means $c=0$, and the absorption would jump to $\pi/4$. A perturbation even under time reversal has $j_{mn}=+j_{nm}$, which reverses the interference and gives $c=1$ and a jump to $\pi/2$. The current has $c=-1$ and no jump. At the gap edge $\xi=\xi'=0$ and all amplitudes equal $1/\sqrt2$, so the two routes of Lemma 2 cancel. Quadrature at $w=2\Delta(1+10^{-4})$ gives 0.7854 for $c=0$ and 1.5707 for $c=1$, in agreement with (10).

For the current the first nonzero term follows from (9). With $w=2\Delta(1+\eta)$ and small $\eta>0$, $a=\Delta\eta$ and $ab\approx2\Delta^2\eta$, while $x^2\le a^2$ is of second order. Hence
$$s\approx\frac1{2\Delta}\,\frac{2\Delta^2\eta}{2\Delta}\,\pi=\frac\pi2\left(\frac{w}{2\Delta}-1\right). \tag{11}$$
The absorption is continuous at the gap, and its slope is not.

## II. Approach to the normal metal, and a superconducting line

### Symbols and results carried over

The photon energy is $w=\hbar\omega$, the gap is $\Delta$, and $s=\sigma_1/\sigma_n$. Further, $u=2\Delta/w$, $a=w/2-\Delta$ and $b=w/2+\Delta$. For a uniform weak field, zero temperature and $w\ll\hbar/\tau$, part I showed that $s=0$ for $0<w<2\Delta$ and that above $2\Delta$
$$s=\frac2w\int_0^a\frac{(ab-x^2)\,dx}{\sqrt{(a^2-x^2)(b^2-x^2)}}=(1+u)E(k)-2uK(k),\quad k=\frac ab .$$
It also gave $\sigma_1=\pi S/(\omega V)$, where $S$ sums the squared current matrix elements to pair states of energy $w$. The form in $k$ has both limits, but it is a difference of two terms and hides how $s$ moves between them. A second modulus makes this plain:
$$q=\sqrt{1-u^2}=\sqrt{1-\frac{4\Delta^2}{w^2}} .$$
It rises from 0 at the gap to 1 at high frequency.

### Lemma 4: an integral that shows the growth

*For $w>2\Delta$,*
$$s=\int_1^\infty\frac{t-\sqrt{t^2-q^2}}{\sqrt{t^2-1}}\,dt. \tag{12}$$

*Proof.* In the integral over $x$ put $y=x+ab/x$. Its derivative is $1-ab/x^2$, negative on $0<x<a$ because $x^2<a^2<ab$. As $x$ rises from 0 to $a$, $y$ falls from infinity to $a+b=w$. The numerator becomes $(ab-x^2)dx=-x^2dy$. Also
$$(a^2-x^2)(b^2-x^2)=x^2\left(x^2+\frac{a^2b^2}{x^2}-a^2-b^2\right)=x^2(y^2-w^2),$$
since $y^2=x^2+2ab+a^2b^2/x^2$ and $(a+b)^2=w^2$. The minus sign reverses the limits, and
$$s=\frac2w\int_w^\infty\frac{x(y)}{\sqrt{y^2-w^2}}\,dy .$$
Here $x$ is a root of $x^2-yx+ab=0$. It is the smaller one, because $x<\sqrt{ab}$, so $x=\frac12(y-\sqrt{y^2-4ab})$. With $4ab=w^2-4\Delta^2=w^2q^2$ and $y=wt$, this is (12). $\square$

In the dirty limit at zero temperature, absorption vanishes below $2\Delta$ and starts continuously from zero there, and above the gap it is given by the elliptic form (8) and the integral (12). It remains to use (12) to prove that the absorption grows steadily toward the normal value, to find how fast it approaches that value and where the missing absorption goes, and to apply the results to a thin superconducting line.

All numerical values are calculated from the stated model.
